# Direct RPA correlation energy of the half-filled Hubbard dimer: a program that tests the result

```python
# Half-filled Hubbard dimer: two sites, two electrons, hopping t, repulsion U.
# Result under test (correlation energy relative to restricted Hartree-Fock):
#   direct RPA: sqrt(t^2 + t U) - t - U/2
#   exact:      2 t - sqrt(U^2 + 16 t^2)/2
# d = n_1 - n_2 is the charge imbalance, lam scales the interaction, hbar = 1.
# Direct RPA: Hartree response with a spin-independent on-site interaction.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# ---- fermion operators, order: site 1 up, 1 down, 2 up, 2 down ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(p):
    out = np.eye(1)
    for q in range(4):
        factor = parity if q < p else (lower if q == p else np.eye(2))
        out = np.kron(out, factor)
    return out


c = [annihilator(p) for p in range(4)]
number = [a.T @ a for a in c]
sector = np.where(np.isclose(np.diag(sum(number)), 2))[0]


def restrict(op):
    return op[np.ix_(sector, sector)]


hop_full = -sum(c[s].T @ c[2 + s] + c[2 + s].T @ c[s] for s in (0, 1))
HOP = restrict(hop_full)
DOUBLE = restrict(number[0] @ number[1] + number[2] @ number[3])
D_SPIN = [restrict(number[s] - number[2 + s]) for s in (0, 1)]
D = D_SPIN[0] + D_SPIN[1]


def determinant(up, down):
    vacuum = np.zeros(16)
    vacuum[0] = 1.0
    create_up = up[0] * c[0].T + up[1] * c[2].T
    create_down = down[0] * c[1].T + down[1] * c[3].T
    return (create_up @ create_down @ vacuum)[sector]


def mean(op, state):
    return state @ op @ state


BONDING = np.array([1.0, 1.0]) / np.sqrt(2)
PHI = determinant(BONDING, BONDING)


def hamiltonian(t, U):
    return t * HOP + U * DOUBLE


def hf_energy(t, U):
    return mean(hamiltonian(t, U), PHI)


def exact_state(t, U):
    energies, states = np.linalg.eigh(hamiltonian(t, U))
    return energies[0], states[:, 0]


def exact_corr(t, U):
    return exact_state(t, U)[0] - hf_energy(t, U)


def response(t, U, omega):
    """Spin-resolved 2x2 response at imaginary frequency, sum over states."""
    energies, states = np.linalg.eigh(hamiltonian(t, U))
    gaps = energies[1:] - energies[0]
    amp = np.array([(states.T @ op @ states[:, 0])[1:] for op in D_SPIN])
    return -(amp * (2 * gaps / (gaps**2 + omega**2))) @ amp.T


# ---- quadrature grids ----
x_nodes, x_weights = np.polynomial.legendre.leggauss(60)
l_nodes, l_weights = np.polynomial.legendre.leggauss(30)
LAM, LAM_W = (l_nodes + 1) / 2, l_weights / 2


def frequency_grid(scale):
    omega = scale * (1 + x_nodes) / (1 - x_nodes)
    return omega, x_weights * 2 * scale / (1 - x_nodes)**2


def rpa_fluctuation(t, U, lams):
    """Matrices <d_s d_s'> in direct RPA for each coupling strength."""
    omega, weight = frequency_grid(2 * t)
    bare = np.array([response(t, 0.0, w) for w in omega])
    kernel = U / 2 * np.ones((2, 2))
    result = []
    for lam in lams:
        chi = np.linalg.solve(np.eye(2) - lam * bare @ kernel, bare)
        result.append(-np.einsum('w,wij->ij', weight, chi) / np.pi)
    return np.array(result)


def rpa_parts(t, U):
    """Same-spin and opposite-spin parts of the coupling integral."""
    start = rpa_fluctuation(t, U, [0.0])[0]
    change = rpa_fluctuation(t, U, LAM) - start
    total = U / 4 * np.einsum('l,lij->ij', LAM_W, change)
    return np.trace(total), total[0, 1] + total[1, 0]


def rpa_matrix(t, U):
    """RPA frequencies and correlation energy from the excitation matrix."""
    eps, orb = np.linalg.eigh(np.array([[0.0, -t], [-t, 0.0]]))
    coupling = U * np.sum(orb[:, 0]**2 * orb[:, 1]**2)
    B = coupling * np.ones((2, 2))
    A = (eps[1] - eps[0]) * np.eye(2) + B
    roots = np.linalg.eigvals(np.block([[A, B], [-B, -A]]))
    assert np.max(np.abs(np.imag(roots))) < 1e-9
    freq = np.sort(np.real(roots))[2:]
    return freq, 0.5 * (freq.sum() - np.trace(A))


def rpa_formula(t, U):
    return np.sqrt(t * t + t * U) - t - U / 2


def exact_formula(t, U):
    return 2 * t - np.sqrt(U * U + 16 * t * t) / 2


# ---- interaction is U d^2 / 4 for two electrons ----
assert np.allclose(DOUBLE, D @ D / 4)

for t, U in [(1.0, 0.5), (0.7, 2.3), (1.0, 8.0)]:
    assert abs(hf_energy(t, U) - (-2 * t + U / 2)) < 1e-12
    assert abs(exact_corr(t, U) - exact_formula(t, U)) < 1e-11
    # both numerical RPA roads against the closed form
    same, opposite = rpa_parts(t, U)
    freq, corr = rpa_matrix(t, U)
    assert abs(same + opposite - rpa_formula(t, U)) < 1e-9
    assert abs(corr - rpa_formula(t, U)) < 1e-10
    assert abs(same - opposite) < 1e-9
    assert abs(freq[-1] - 2 * np.sqrt(t * t + t * U)) < 1e-10
    # bare response and RPA fluctuation at partial coupling
    for w in (0.0, 0.9, 4.0):
        bare_total = response(t, 0.0, w).sum()
        assert abs(bare_total + 8 * t / (w * w + 4 * t * t)) < 1e-11
    fluct = rpa_fluctuation(t, U, [0.4])[0].sum()
    assert abs(fluct - 2 * t / np.sqrt(t * t + 0.4 * t * U)) < 1e-9
    # fluctuation-response relation for the interacting exact state
    ground = exact_state(t, U)[1]
    omega, weight = frequency_grid(2 * t + U / 2)
    chi = np.array([response(t, U, w).sum() for w in omega])
    assert abs(-weight @ chi / np.pi - mean(D @ D, ground)) < 1e-9
    # exact coupling integral reproduces the exact correlation energy
    curve = [mean(D @ D, exact_state(t, lam * U)[1]) - 2 for lam in LAM]
    assert abs(U / 4 * LAM_W @ np.array(curve) - exact_corr(t, U)) < 1e-9
    # one electron per spin: no same-spin fluctuation change is possible
    for op in D_SPIN:
        assert abs(mean(op @ op, ground) - 1) < 1e-11

# ---- time-dependent Hartree motion oscillates at the RPA frequency ----
t, U = 0.7, 2.3
d_start = 1e-3
psi0 = np.sqrt(np.array([1 + d_start / 2, 1 - d_start / 2]) / 2)


def hartree_motion(time, psi):
    potential = U * 2 * np.abs(psi)**2
    return -1j * (potential * psi - t * psi[::-1])


times = np.linspace(0, 6, 25)
run = solve_ivp(hartree_motion, (0, 6), psi0.astype(complex), t_eval=times,
                method='DOP853', rtol=1e-11, atol=1e-13)
imbalance = 2 * (np.abs(run.y[0])**2 - np.abs(run.y[1])**2)
expected = np.cos(2 * np.sqrt(t * t + t * U) * times)
assert np.max(np.abs(imbalance / d_start - expected)) < 1e-4

# ---- limits, with t = 1 ----
small = 0.01
rpa_coef = rpa_matrix(1.0, small)[1] / small**2
exact_coef = exact_corr(1.0, small) / small**2
assert abs(rpa_coef - (-1 / 8 + small / 16)) < 1e-5
assert abs(exact_coef + 1 / 16) < 1e-6
large = 1e4
rpa_large = hf_energy(1.0, large) + rpa_matrix(1.0, large)[1]
exact_large = exact_state(1.0, large)[0]
# next term of the RPA expansion is 1/(2 sqrt(U)) = 0.005
assert abs(rpa_large - (np.sqrt(large) - 3)) < 0.006
assert abs(exact_large * large + 4) < 1e-3


# ---- crossing of the two correlation energies ----
def difference(U):
    return rpa_matrix(1.0, U)[1] - exact_corr(1.0, U)


crossing = brentq(difference, 1.0, 8.0, xtol=1e-12)
assert abs(crossing - 3) < 1e-9
assert all(difference(U) < 0 for U in np.linspace(0.1, 2.95, 40))
assert all(difference(U) > 0 for U in np.linspace(3.05, 60, 80))


# ---- lowest determinant with opposite spin polarizations ----
def broken_energy(t, U):
    best = np.inf
    for a in np.linspace(0, np.pi / 4, 2001):
        up = np.array([np.cos(a), np.sin(a)])
        state = determinant(up, up[::-1])
        best = min(best, mean(hamiltonian(t, U), state))
    return best


assert abs(broken_energy(1.0, 1.8) - hf_energy(1.0, 1.8)) < 1e-10
assert broken_energy(1.0, 2.2) < hf_energy(1.0, 2.2) - 1e-3
broken = broken_energy(1.0, 8.0)
assert abs(broken + 2 / 8.0) < 1e-5  # limited by the angle grid

# ---- worked example ----
t = 1.0
print(f"hopping t = {t:.1f} eV")
print("Correlation energies (eV) and RPA/exact ratio")
print("  U (eV)     RPA       exact     ratio")
values = [0.5, 1.0, 2.0, 3.0, 4.0, 8.0]
for U in values:
    r, e = rpa_matrix(t, U)[1], exact_corr(t, U)
    print(f"  {U:5.1f}  {r:9.5f}  {e:9.5f}  {r / e:7.4f}")
print("Total energies (eV)")
print("  U (eV)     HF        RPA       exact")
for U in values:
    h = hf_energy(t, U)
    r, e = h + rpa_matrix(t, U)[1], exact_state(t, U)[0]
    print(f"  {U:5.1f}  {h:9.5f}  {r:9.5f}  {e:9.5f}")
print("Charge fluctuation <d^2> at full coupling (dimensionless)")
print("  U (eV)     RPA       exact")
for U in values:
    r = rpa_fluctuation(t, U, [1.0])[0].sum()
    e = mean(D @ D, exact_state(t, U)[1])
    print(f"  {U:5.1f}  {r:9.5f}  {e:9.5f}")
for U in (3.0, 8.0):
    same, opposite = rpa_parts(t, U)
    freq = rpa_matrix(t, U)[0]
    print(f"Details for U = {U:.1f} eV")
    print(f"  bare excitation energy    = {freq[0]:.5f} eV")
    print(f"  RPA charge excitation     = {freq[-1]:.5f} eV")
    print(f"  same-spin part of RPA     = {same:.5f} eV")
    print(f"  opposite-spin part of RPA = {opposite:.5f} eV")
print(f"Broken-symmetry determinant, U = 8 eV: {broken:.5f} eV")
print(f"Crossing of RPA and exact: U/t = {crossing:.6f}")
print(f"E_c t/U^2 at U/t = {small}: RPA {rpa_coef:.5f}, "
      f"exact {exact_coef:.5f} (dimensionless)")
print(f"Total energy at U = {large:.0f} eV: RPA {rpa_large:.3f} eV, "
      f"exact {exact_large:.6f} eV")
print("tests ok")
```

Running it gives:

```
hopping t = 1.0 eV
Correlation energies (eV) and RPA/exact ratio
  U (eV)     RPA       exact     ratio
    0.5   -0.02526   -0.01556   1.6226
    1.0   -0.08579   -0.06155   1.3937
    2.0   -0.26795   -0.23607   1.1351
    3.0   -0.50000   -0.50000   1.0000
    4.0   -0.76393   -0.82843   0.9221
    8.0   -2.00000   -2.47214   0.8090
Total energies (eV)
  U (eV)     HF        RPA       exact
    0.5   -1.75000   -1.77526   -1.76556
    1.0   -1.50000   -1.58579   -1.56155
    2.0   -1.00000   -1.26795   -1.23607
    3.0   -0.50000   -1.00000   -1.00000
    4.0   -0.00000   -0.76393   -0.82843
    8.0    2.00000   -0.00000   -0.47214
Charge fluctuation <d^2> at full coupling (dimensionless)
  U (eV)     RPA       exact
    0.5    1.63299    1.75193
    1.0    1.41421    1.51493
    2.0    1.15470    1.10557
    3.0    1.00000    0.80000
    4.0    0.89443    0.58579
    8.0    0.66667    0.21115
Details for U = 3.0 eV
  bare excitation energy    = 2.00000 eV
  RPA charge excitation     = 4.00000 eV
  same-spin part of RPA     = -0.25000 eV
  opposite-spin part of RPA = -0.25000 eV
Details for U = 8.0 eV
  bare excitation energy    = 2.00000 eV
  RPA charge excitation     = 6.00000 eV
  same-spin part of RPA     = -1.00000 eV
  opposite-spin part of RPA = -1.00000 eV
Broken-symmetry determinant, U = 8 eV: -0.25000 eV
Crossing of RPA and exact: U/t = 3.000000
E_c t/U^2 at U/t = 0.01: RPA -0.12438, exact -0.06250 (dimensionless)
Total energy at U = 10000 eV: RPA 97.005 eV, exact -0.000400 eV
tests ok
```
